# The adiabatic Holstein polaron in one dimension: sech shape and its limits

## 1. Definitions and conventions

One carrier, an electron or a hole, moves on an infinite, perfectly ordered chain with lattice constant 1. Each site $i$ carries a local displacement $u_i$ with momentum $p_i$, mass $M$ and stiffness $K$:

$$H=-t\sum_i\left(c_i^\dagger c_{i+1}+c_{i+1}^\dagger c_i\right)+\sum_i\left(\frac{p_i^2}{2M}+\frac{K u_i^2}{2}\right)-A\sum_i u_i n_i .$$

Here $t>0$ and $n_i=c_i^\dagger c_i$. For a hole, $t$ is the hole hopping and energies are hole energies, so that binding again means a lower energy. The undistorted band is $-2t\cos k$ with its edge at $-2t$. The binding energy $b$ is the distance of the total energy below this edge.

In the adiabatic treatment $p_i^2/2M$ is dropped and the $u_i$ are classical, static variables. Section 8 puts the lattice motion back. It is convenient to use the lowering of the site energy, $v_i=Au_i$, and the energy

$$E_p=\frac{A^2}{2K}.$$

The elastic energy is then $Ku_i^2/2=Kv_i^2/(2A^2)=v_i^2/(4E_p)$. With another definition of $E_p$, for instance $A^2/K$, the numerical factors below change.

The claim under study is that the polaron has a sech shape and binding energy $E_p^2/(12t)$. It will turn out to hold for every $E_p>0$ in the continuum energy functional, but for the chain itself only in a limited regime.

## 2. One site, then two

On one site the energy is $v^2/(4E_p)-v$. Its derivative vanishes at $v=2E_p$, where the energy is $E_p-2E_p=-E_p$. So $E_p$ is the relaxation energy of a carrier that cannot move.

On two sites, let the amplitudes be $\cos\theta$ and $\sin\theta$. Each $v_i$ relaxes to $2E_p$ times the local density, which leaves $-E_p$ times the density squared:

$$E=-2t\cos\theta\sin\theta-E_p(\cos^4\theta+\sin^4\theta).$$

With $s=\sin2\theta$ and $\cos^4\theta+\sin^4\theta=1-s^2/2$,

$$E=-ts-E_p+\tfrac12E_ps^2,\qquad 0\le s\le1 .$$

The stationary point is $s=t/E_p$. If $E_p\le t$ it is not inside the range, the minimum is at $s=1$, and the carrier is shared equally. If $E_p>t$ the carrier prefers one site and

$$E=-E_p-\frac{t^2}{2E_p}.$$

For $t=1$, $E_p=2$ this gives $-2-0.25=-2.25$, as in the numerical output. Two sites therefore have a threshold for localization. The infinite chain must be examined separately, because there the carrier can spread over any length.

## 3. The chain and its continuum limit

For normalized amplitudes $\psi_i$ the lattice part of the energy can be written as a square:

$$\frac{v_i^2}{4E_p}-v_i|\psi_i|^2=\frac{(v_i-2E_p|\psi_i|^2)^2}{4E_p}-E_p|\psi_i|^4 .$$

The best distortion is $v_i=2E_p|\psi_i|^2$. For the hopping part, expanding the squared difference gives

$$\sum_i|\psi_{i+1}-\psi_i|^2=2-\sum_i(\psi_i^*\psi_{i+1}+\text{c.c.}),$$

because $\sum_i|\psi_i|^2=1$ occurs twice. Measured from the band edge, the adiabatic energy is thus

$$E+2t=t\sum_i|\psi_{i+1}-\psi_i|^2-E_p\sum_i|\psi_i|^4 .$$

If $\psi$ changes little from site to site, differences become derivatives and sums become integrals:

$$F[\psi]=t\int|\psi'|^2dx-E_p\int|\psi|^4dx,\qquad\int|\psi|^2dx=1 .$$

A first trial is a Gaussian density of standard deviation $s$. Then $\psi'=-x\psi/(2s^2)$, so $\int\psi'^2dx=s^2/(4s^4)=1/(4s^2)$, while $\int\psi^4dx=1/(2\sqrt\pi\,s)$. With $y=1/s$,

$$F=\frac t4y^2-\frac{E_p}{2\sqrt\pi}y .$$

The minimum is at $y=E_p/(\sqrt\pi\,t)$, with $F=-E_p^2/(4\pi t)$. This is negative for every $E_p>0$. The reason is visible in the powers: spreading over a length $s$ costs hopping energy of order $t/s^2$, but still gains relaxation energy of order $E_p/s$, which wins for large $s$. The two-site threshold has gone. The Gaussian value is only an upper bound to the lowest energy.

## 4. The global minimum

First remove phases. For $\psi=|\psi|e^{i\varphi}$,

$$|\psi'|^2=(|\psi|')^2+|\psi|^2\varphi'^2,$$

so a phase gradient can only add energy. Take $\psi\ge0$ and let $\rho=\psi^2$. As a new coordinate use the charge accumulated from the left,

$$q(x)=\int_{-\infty}^x\rho(x')\,dx',\qquad dq=\rho\,dx,\qquad 0\le q\le1 .$$

Where $\rho>0$, $\rho'=2\psi\psi'$ gives $\psi'^2=\rho'^2/(4\rho)$, and the chain rule gives $\rho'=\rho\,d\rho/dq$. Hence

$$\psi'^2dx=\frac{\rho^2(d\rho/dq)^2}{4\rho}\,\frac{dq}{\rho}=\frac14\left(\frac{d\rho}{dq}\right)^2dq,\qquad \rho^2dx=\rho\,dq .$$

The quartic problem has become quadratic:

$$F=\int_0^1\left[\frac t4\left(\frac{d\rho}{dq}\right)^2-E_p\rho\right]dq .$$

A state with finite hopping energy is continuous and vanishes at both ends, so $\rho=0$ at $q=0$ and $q=1$. If $\rho$ also has zeros in between, the $q$ axis splits into intervals with $\rho=0$ at the ends of each. On every interval, integration by parts gives

$$\int\frac{d\rho}{dq}(1-2q)\,dq=2\int\rho\,dq ,$$

and the sum over intervals gives the same relation on $[0,1]$. Now expand the square

$$\frac t4\int_0^1\left[\frac{d\rho}{dq}-\frac{E_p}{t}(1-2q)\right]^2dq .$$

Its first term is the hopping energy. Its cross term is $-(E_p/2)\cdot2\int\rho\,dq=-E_p\int\rho\,dq$. Its last term is $(E_p^2/4t)\int_0^1(1-2q)^2dq=E_p^2/(12t)$. Therefore

$$F=-\frac{E_p^2}{12t}+\frac t4\int_0^1\left[\frac{d\rho}{dq}-\frac{E_p}{t}(1-2q)\right]^2dq .$$

No state lies below $-E_p^2/(12t)$. Equality requires the bracket to vanish. On an interval starting at $q=a$ this means

$$\rho=\frac{E_p}{t}\left[q(1-q)-a(1-a)\right],$$

which returns to zero at $q=1-a$. Every such interval contains $q=1/2$, so there can be only one, and it must carry the whole charge: $a=0$.

The identity was tested on a lopsided state with two humps, for the parameters of Section 6. Direct integration of $F$ gave $-9.8$ meV. The square gave an excess of 16.9 meV over the minimum of $-26.7$ meV, which is the same energy.

## 5. The shape and the energy budget

With $a=0$, the definition $dq/dx=\rho$ becomes

$$\frac{dq}{dx}=\frac{E_p}{t}q(1-q)\quad\Rightarrow\quad\ln\frac{q}{1-q}=\frac{E_p}{t}(x-x_0).$$

Define $\kappa=E_p/(2t)$. Then $q=1/(1+e^{-2\kappa(x-x_0)})$, for which $q(1-q)=\tfrac14\operatorname{sech}^2\kappa(x-x_0)$. So

$$\rho=\frac\kappa2\operatorname{sech}^2\kappa(x-x_0),\qquad\psi=\sqrt{\frac\kappa2}\,\operatorname{sech}\kappa(x-x_0).$$

The minimizer is unique up to its position $x_0$ and a constant phase. As $E_p\to0$ its width grows as $1/E_p$ and its binding falls as $E_p^2$.

For the separate energies set $x_0=0$ and $z=\tanh\kappa x$, so that $\operatorname{sech}^2\kappa x\,dx=dz/\kappa$. Since $\psi'=-\kappa z\psi$,

$$\int\psi'^2dx=\frac{\kappa^2}{2}\int_{-1}^1z^2dz=\frac{\kappa^2}{3},\qquad
\int\psi^4dx=\frac\kappa4\int_{-1}^1(1-z^2)dz=\frac\kappa3 .$$

The parts are:

- hopping cost: $t\kappa^2/3=E_p^2/(12t)$;
- carrier–lattice energy: $-\int v\rho\,dx=-2E_p\kappa/3=-E_p^2/(3t)$;
- elastic energy: $\int v^2dx/(4E_p)=E_p\kappa/3=E_p^2/(6t)$.

They add to $(1-4+2)E_p^2/(12t)=-E_p^2/(12t)$.

In the frozen distortion the carrier obeys $-t\psi''-2E_p\psi^3=\varepsilon\psi$. Differentiating the sech twice gives $\psi''=\kappa^2(1-2\operatorname{sech}^2\kappa x)\psi$. The two $\operatorname{sech}^2$ terms, $2t\kappa^2$ and $-E_p\kappa$, cancel, leaving

$$\varepsilon=-t\kappa^2=-\frac{E_p^2}{4t}.$$

Lifting the carrier to the band edge without letting the lattice relax therefore costs three times the binding energy. The difference, $E_p^2/(6t)$, is the elastic energy left behind in the lattice.

## 6. Numbers for one wide polaron

Take round model parameters, $t=0.50$ eV and $E_p=0.40$ eV, which represent no particular material. Then $\kappa=0.40/1.00=0.40$. The density falls to half its peak where $\cosh\kappa x=\sqrt2$, so the full width is $2\operatorname{arcosh}(\sqrt2)/\kappa=4.4$ lattice constants.

The binding energy is

$$b=\frac{(0.40)^2}{12\times0.50}\ \text{eV}=26.7\ \text{meV}.$$

The budget is $26.7-106.7+53.3=-26.7$ meV, and the carrier level lies $0.16/2.0$ eV $=80$ meV below the edge. The best Gaussian reaches $-25.5$ meV, 4.5% short of the minimum. Its peak density is 10% too low, and far from the centre it falls off much faster than the exponential tail of the sech. A good energy alone therefore does not establish the shape, least of all in the tails.

## 7. Back to the discrete chain

**Wide polarons.** The exact hopping energy of a wave is

$$2t(1-\cos k)=tk^2-\frac{t}{12}k^4+\dots$$

The continuum kept the first term. The second adds $\delta F=-(t/12)\int\psi''^2dx$. Because $F$ is stationary at the sech state, the change of shape enters only at second order in this correction, and the leading energy shift is $\delta F$ in the unchanged state. Replacing $\sum\psi_i^4$ by an integral gives no correction in powers of $\kappa$: by Poisson summation the difference consists of Fourier components of $\psi^4$ at nonzero multiples of $2\pi$, which for the sech profile fall as $e^{-\pi^2/\kappa}$, apart from a prefactor that is a power of $\kappa$.

With $1-2\operatorname{sech}^2\kappa x=2z^2-1$,

$$\int\psi''^2dx=\frac{\kappa^4}{2}\int_{-1}^1(2z^2-1)^2dz=\frac{\kappa^4}{2}\left(\frac85-\frac83+2\right)=\frac{7\kappa^4}{15}.$$

So $\delta F=-7t\kappa^4/180=-7E_p^4/(2880t^3)$. Dividing by $-E_p^2/(12t)$ gives

$$b=\frac{E_p^2}{12t}\left[1+\frac{7}{240}\left(\frac{E_p}{t}\right)^2+\dots\right].$$

This was tested by minimizing the energy of a 401-site chain, alternating between the carrier state and the distortion. The coefficient extrapolated to weak coupling is 0.02916, against $7/240=0.02917$. In the example the shift is 0.50 meV, which raises the binding from 26.7 to 27.2 meV; the full chain also gives 27.2 meV.

**Narrow polarons.** For $E_p\gg t$ put a small amplitude $\delta$ on each neighbour of the central site, whose density is then $1-2\delta^2$. To second order in small quantities,

$$E=-4t\delta-E_p(1-2\delta^2)^2\simeq-E_p-4t\delta+4E_p\delta^2 .$$

The minimum is at $\delta=t/(2E_p)$, with $E=-E_p-t^2/E_p$. Relative to the band edge,

$$b\simeq E_p-2t+\frac{t^2}{E_p}.$$

This is linear in $E_p$ at large coupling, not quadratic. The numerical chain joins the two limits:

| $E_p/t$ | $b/t$, chain | $b/t$, continuum | peak density, chain |
|---|---|---|---|
| 0.8 | 0.054 | 0.053 | 0.21 |
| 1 | 0.086 | 0.083 | 0.27 |
| 2 | 0.518 | 0.333 | 0.84 |
| 8 | 6.125 | 5.333 | 0.99 |
| 20 | 18.05 | 33.33 | 1.00 |

Between $E_p=t$ and $E_p=2t$ the carrier collapses largely onto one site. The continuum binding is too small at $E_p=2t$ and far too large at $20t$. Its peak density, $\kappa/2=E_p/(4t)$, exceeds one for $E_p>4t$, which is impossible for the occupation of a site by one carrier. The sech law thus belongs to $E_p\ll t$; at $E_p=t$ its binding is still within about 3% of the chain value.

## 8. Restoring the lattice motion

Let $\omega=\sqrt{K/M}$ and $u_i=\sqrt{\hbar/2M\omega}\,(b_i+b_i^\dagger)$. The coupling becomes $-g\sum_i(b_i+b_i^\dagger)n_i$ with

$$g^2=\frac{A^2\hbar}{2M\omega}=\frac{A^2\hbar\omega}{2K}=E_p\hbar\omega .$$

The zero-point energy of the uncoupled lattice is subtracted throughout.

**The adiabatic energy is an upper bound.** Use a product of a carrier state and coherent phonon states with real $\langle b_i\rangle=\beta_i$. The mean site lowering is $v_i=2g\beta_i$, and the phonon energy is $\hbar\omega\beta_i^2=\hbar\omega v_i^2/(4g^2)=v_i^2/(4E_p)$. The expectation value of $H$ is therefore the adiabatic energy, and the true binding is at least the adiabatic one.

**A second bound.** Allow at most one phonon, at total momentum zero. The basis contains the bare carrier, with energy $-2t$, and a phonon $q$ with a carrier $-q$, with energy $\hbar\omega-2t\cos q$. On $N$ sites they are coupled by $-g/\sqrt N$. For $E=-2t-b_1$ the amplitudes obey

$$a_q=\frac{g}{\sqrt N}\,\frac{a_0}{b_1+\hbar\omega+2t-2t\cos q},\qquad b_1a_0=\frac{g}{\sqrt N}\sum_qa_q .$$

Insert the first into the second, let $N\to\infty$ and use $\int_0^{2\pi}\frac{dq}{2\pi}(\alpha-\gamma\cos q)^{-1}=(\alpha^2-\gamma^2)^{-1/2}$ for $\alpha>\gamma>0$:

$$b_1=\frac{E_p\hbar\omega}{\sqrt{(b_1+\hbar\omega)(b_1+\hbar\omega+4t)}} .$$

This too is a lower bound to the true binding. For $E_p\to0$ at fixed $\hbar\omega$, $b_1$ is negligible on the right and

$$b_1\simeq E_p\sqrt{\frac{\hbar\omega}{\hbar\omega+4t}} .$$

It is linear in $E_p$, whereas the adiabatic binding is quadratic. At fixed phonon energy the adiabatic law must therefore fail for sufficiently weak coupling, precisely where the continuum approximation is best.

To locate the failure, write $b_c=E_p^2/(12t)$ and let $b_c$ and $\hbar\omega$ be small compared with $t$. The condition $b_1\le b_c$ becomes $b_c^2(b_c+\hbar\omega)\,4t\ge E_p^2(\hbar\omega)^2=12t\,b_c(\hbar\omega)^2$, or

$$b_c(b_c+\hbar\omega)\ge3(\hbar\omega)^2\quad\Rightarrow\quad\frac{E_p^2}{12t}\ge\frac{\sqrt{13}-1}{2}\,\hbar\omega\approx1.3\,\hbar\omega .$$

In this limit of small $b_c$ and $\hbar\omega$, where the condition is violated, the one-phonon state binds more strongly than the adiabatic one, and the adiabatic value falls short of the true binding by at least $b_1-b_c$. Where it holds, this comparison does not show that the adiabatic value is accurate, because both bindings are only lower bounds.

In the example the two bindings are equal at $\hbar\omega=21$ meV. At 1 meV, $b_1=4.0$ meV and does not contradict the adiabatic 27 meV. At 50 meV, $b_1=44.9$ meV, a value confirmed by diagonalizing a 31-site ring in the same one-phonon space. The true binding is then at least 1.6 times the adiabatic one, although $E_p/t=0.8$ suits the continuum well. The one-phonon bound is not tight. A variational space with many phonons raises it to about 69 meV at 50 meV, and to at least 47 meV at 21 meV, where the two simple bounds are both near 27 meV.

**Limit of slow phonons.** The two-site model shows the mechanism by which the adiabatic energy is approached, though not its size for a wide polaron. Put $v_{1,2}=\bar v\pm d$. The part of the adiabatic energy that depends on $d$ is

$$W(d)=\frac{d^2}{2E_p}-\sqrt{t^2+d^2}.$$

For $E_p>t$ its minimum has $\sqrt{t^2+d^2}=E_p$, where $W''=1/E_p-t^2/E_p^3$. The uncoupled curvature is $1/E_p$, so the frequency softens to $\omega\sqrt{1-t^2/E_p^2}$. The reduced zero-point energy lowers the quantum energy, to leading order in $\omega$, by

$$\frac{\hbar\omega}{2}\left(1-\sqrt{1-\frac{t^2}{E_p^2}}\right)=0.067\,\hbar\omega\quad\text{for }E_p=2t .$$

For $\hbar\omega=0.20t$, $0.10t$ and $0.05t$ the computed lowering is $0.0845$, $0.0717$ and $0.0692$ times $\hbar\omega$, approaching this value; the first includes about $0.006$ from tunnelling between the two sites. On the chain the correction is much larger. Shifting a wide polaron costs almost no energy, so one lattice mode softens nearly to zero and alone contributes about $\hbar\omega/2$. With the other softened modes, the harmonic lowering is about $0.93\,\hbar\omega$ at $E_p/t=0.8$. The adiabatic binding is therefore accurate only for $\hbar\omega\ll E_p^2/(12t)$.

The Hamiltonian is unchanged by a translation of carrier and lattice together, so its eigenstates can be chosen with definite total crystal momentum. The static sech, centred at a chosen $x_0$, breaks this symmetry; it describes the carrier relative to its own distortion, not a pinned charge. In an amorphous film, disorder can localize a hole even without lattice relaxation. A trap depth there cannot simply be identified with $E_p^2/(12t)$, which was derived for an ordered chain, a polaron much wider than the lattice constant ($E_p\ll t$) and slow phonons, $\hbar\omega\ll E_p^2/(12t)$.

## Values computed for the example and the checks

```
hopping t = 0.50 eV
one-site relaxation energy Ep = 0.40 eV
ratio Ep/t = 0.80
inverse length kappa = 0.400 per lattice constant
density full width at half maximum = 4.41 lattice constants
hopping cost = 26.67 meV
carrier-lattice energy = -106.67 meV
elastic energy = 53.33 meV
sech total by quadrature = -26.67 meV
binding Ep^2/(12t) = 26.67 meV
carrier level depth Ep^2/(4t) = 80.00 meV
best Gaussian energy = -25.46 meV
two-hump trial energy = -9.81 meV
two-hump excess from square = 16.85 meV
k^4 lattice shift = -0.498 meV
binding with k^4 shift = 27.164 meV
full-lattice binding = 27.208 meV
full-lattice level depth = 82.81 meV
fitted lattice coefficient = 0.02916
derived coefficient 7/240 = 0.02917
Ep/t | binding/t: lattice, continuum | peak density: same
  0.2 | 0.00334, 0.00333 | 0.0501, 0.0500
  0.8 | 0.05442, 0.05333 | 0.2104, 0.2000
  1.0 | 0.08614, 0.08333 | 0.2731, 0.2500
  2.0 | 0.51815, 0.33333 | 0.8418, 0.5000
  4.0 | 2.25202, 1.33333 | 0.9672, 1.0000
  8.0 | 6.12525, 5.33333 | 0.9921, 2.0000
 20.0 | 18.05002, 33.33333 | 0.9987, 5.0000
strong-coupling binding/t at Ep/t = 20: 18.05000
one-phonon binding at 1 meV = 4.00 meV
one-phonon binding at 50 meV = 44.86 meV
same from 31-site ring = 44.86 meV
phonon energy for equal bindings = 20.8 meV
two-site adiabatic energy (t=1, Ep=2) = -2.2500 t
two-site quantum lowering at w = 0.20 t: 0.01690 t
two-site quantum lowering at w = 0.10 t: 0.00717 t
two-site quantum lowering at w = 0.05 t: 0.00346 t
```
